\section*{A 1130 cm⁻¹ Shoulder Does Not by Itself Prove Silsesquioxane Cages}

\section{One bridge, with no cage anywhere}

Take a single Si--O--Si bridge with nothing else attached. Let $\theta$ be the angle at oxygen, $\mathbf u_1,\mathbf u_2$ the unit vectors from oxygen to the two silicons, and $r_i=\mathbf u_i\cdot(\mathbf x_i-\mathbf x_{\rm O})$ the small change in length of bond $i$. Each bond is a harmonic spring $k$, so
\begin{equation}
m_{\rm Si}\ddot{\mathbf x}_i=-k r_i\mathbf u_i,\qquad
m_{\rm O}\ddot{\mathbf x}_{\rm O}=k(r_1\mathbf u_1+r_2\mathbf u_2).
\end{equation}
Projecting the relative acceleration on $\mathbf u_1$, with $\mathbf u_1\cdot\mathbf u_2=\cos\theta$, gives
\begin{equation}
\ddot r_1=-k\left[\left(\frac1{m_{\rm Si}}+\frac1{m_{\rm O}}\right)r_1+\frac{\cos\theta}{m_{\rm O}}\,r_2\right],
\end{equation}
and the same with 1 and 2 exchanged. Subtracting the two equations, the asymmetric stretch $a=(r_1-r_2)/\sqrt2$ obeys $\ddot a=-kA\,a$, with
\begin{equation}
A=\frac1{m_{\rm Si}}+\frac{1-\cos\theta}{m_{\rm O}},\qquad \omega^2=kA .
\label{bare}
\end{equation}
Opening the angle raises the frequency. The formula contains a spring, two masses and an angle; it does not ask whether the bridge belongs to a closed polyhedron.

For $\theta=148^\circ$, $m_{\rm Si}=28.085$ u and $m_{\rm O}=15.999$ u, $A=0.0356+0.1155=0.1511\ \mathrm{u^{-1}}$. With $k=488$ N/m, whose choice is explained below, the line lies at $1119\ \mathrm{cm^{-1}}$. At $140^\circ$ it lies at 1100 and at $156^\circ$ at $1134\ \mathrm{cm^{-1}}$. A wide bridge therefore reaches the region of the shoulder on its own.

\section{The counter-example: take the cage apart}

The claim to be refuted is that a shoulder near $1130\ \mathrm{cm^{-1}}$ in an organosilicate film proves closed silsesquioxane cages. Grant it the most favourable premise: a cage does absorb strongly at $1130\ \mathrm{cm^{-1}}$.

The cage has eight silicons at the corners of a cube, twelve bridging oxygens and one methyl group per silicon. The Si--O length is 1.62 \AA\ and $\theta=148^\circ$, which makes the O--Si--O angle $109.7^\circ$, close to tetrahedral. Methyl and OH groups are treated as single masses, the Si--C spring is $0.6k$, and charges are fixed.

First leave out the methyl groups. Two bonds on the same silicon, with unit vectors $\mathbf e_i,\mathbf e_j$ pointing outwards, are coupled because each accelerates the shared atom. This adds $\mathbf e_i\cdot\mathbf e_j/m_{\rm Si}=c/m_{\rm Si}$ to the equation of motion, where $c=\cos109.7^\circ=-0.337$.

Let the oxygens of the four vertical bridges move in phase along the vertical. Their eight bonds have amplitudes $+1/\sqrt8$ at the upper silicons and $-1/\sqrt8$ at the lower ones. Both bonds of any horizontal bridge are then driven equally, so its asymmetric stretch stays at rest and only its symmetric stretch responds. The sixteen horizontal bonds have amplitudes $+1/4$ in the upper face and $-1/4$ in the lower. In these two patterns the motion is governed by
\begin{equation}
\begin{pmatrix}A&g\\ g&B\end{pmatrix},\qquad
B=\frac{1+c}{m_{\rm Si}}+\frac{1+\cos\theta}{m_{\rm O}} .
\end{equation}
The element $B$ contains the partner bond on the same oxygen, with equal sign, and the other horizontal bond on the same silicon. For $g$, each of the eight silicons joins one vertical bond to two horizontal ones:
\begin{equation}
g=8\cdot2\cdot\frac1{\sqrt8}\cdot\frac14\cdot\frac{c}{m_{\rm Si}}
=\frac{\sqrt2\,c}{m_{\rm Si}} .
\end{equation}
The upper eigenvalue is
\begin{equation}
\lambda=\frac{A+B}2+\sqrt{\left(\frac{A-B}2\right)^2+g^2}.
\end{equation}
With $B=0.0331$ and $g=-0.0170\ \mathrm{u^{-1}}$ this gives $\lambda=0.1535\ \mathrm{u^{-1}}$, or $1128\ \mathrm{cm^{-1}}$. Closing the bare bridges into this cage thus raises their line by only $9\ \mathrm{cm^{-1}}$. The methyl groups add 2 more. The value $k=488$ N/m was fixed by requiring the complete methyl cage to absorb at $1130\ \mathrm{cm^{-1}}$.

Now cut all four vertical bridges and cap each cut end with OH. Two separate four-silicon rings remain, and no polyhedron. Finally keep one bridge, with a methyl and two OH groups on each silicon, the methyls lying in the plane of the bridge, each anti to the far silicon. Turning these end groups about their Si--O bonds to the bridge leaves the frequencies unchanged, because no angle between bonds that share an atom changes; it alters only the intensities (the dimer value 0.97 below becomes 1.02 with one methyl turned syn). Diagonalizing the full Cartesian spring problem, with $k$ and $\theta$ held fixed, gives:

\begin{center}
\begin{tabular}{lcc}
Structure & Strong line ($\mathrm{cm^{-1}}$) & Intensity per bridge\\
closed cage & 1130 (set) & 1.00\\
two open rings & 1133 & 0.98\\
open dimer & 1135 & 0.97
\end{tabular}
\end{center}

The table lists the strongest line in the asymmetric-stretch region; the intensities are summed over that region and given relative to the cage. The open structures also absorb strongly at roughly 850 to $940\ \mathrm{cm^{-1}}$, where their Si--OH bonds stretch. In these two open structures the line survives the removal of the cage with a shift of at most $5\ \mathrm{cm^{-1}}$, one tenth of the $50\ \mathrm{cm^{-1}}$ damping used for the film below. An open dimer with $\theta=145.7^\circ$ falls on $1130\ \mathrm{cm^{-1}}$ itself. Not every open structure keeps a single line so close. Where the asymmetric stretches of bridges that share a silicon couple, the line splits: with the same $k$ and $\theta$, planar zigzag chains with a methyl and an OH on each inner silicon absorb strongly at 1118 and $1149\ \mathrm{cm^{-1}}$ (three silicons) or at 1102 and $1160\ \mathrm{cm^{-1}}$ (eight). The counter-example needs only that some open structures match the cage.

\section{A bound common to closed and open structures}

A lower bound on the highest stretching frequency, common to the three structures, can be proved. Choose any set of identical bridges of which no two share a silicon, and let each perform its asymmetric stretch with any amplitude. Let $\mathbf v$ be the normalized list of bond amplitudes and $D$ the matrix in $\ddot{\mathbf r}=-kD\mathbf r$, with bond coordinates scaled by the square roots of their relative spring constants so that $D$ is symmetric. Bonds of different bridges in the set share no atom, so $D$ has no element between them. Each bridge contributes $A$ times its squared amplitude, and hence
\begin{equation}
\mathbf v^{T}D\,\mathbf v=A .
\end{equation}
This holds in a cage, a ring or a dimer. The largest eigenvalue of a symmetric matrix is never below such an average, so each structure has a mode at or above the bare-bridge value, here $1119\ \mathrm{cm^{-1}}$. The bound does not say that this highest mode absorbs; which line is strong was found by the diagonalization above. The strong lines in the table differ from the bare-bridge value because of coupling to neighbouring bonds, which closed and open structures both have.

The result requires the same spring in all structures. If all springs are scaled together, $\omega\propto\sqrt k$, and a 3.5\% change in $k$ moves the bare line as far as opening the bridge from $140^\circ$ to $148^\circ$. A wavenumber therefore does not fix even the angle unless the spring is known.

The model also shows where a reading by angle at fixed spring fails. To bring the open dimer down to $1050\ \mathrm{cm^{-1}}$, near the main band of such films, its angle would have to be $117.6^\circ$, well below the roughly $130^\circ$ to $160^\circ$ usual for siloxanes. With a fixed spring, angle alone does not account for the separation between main band and shoulder. In real bridges the spring softens as the angle closes: a small-basis Hartree--Fock estimate for disiloxane makes it about 2\% softer at $138^\circ$ and 7\% softer at $125^\circ$ than at $148^\circ$, which would bring the bare line to $1050\ \mathrm{cm^{-1}}$ near $130^\circ$. The value $117.6^\circ$ is therefore a property of the fixed-spring model. Changes of bonding, collective motion in the network and electric fields between bridges are candidates that this model does not separate.

\section{A second band from a single resonance}

A shoulder can also appear when no bridge resonates there. Let a homogeneous, isotropic film have one transverse resonance. With time factor $e^{-i\omega t}$ and $\nu$ in wavenumbers,
\begin{equation}
\varepsilon=\varepsilon_\infty+\frac{S\nu_T^2}{\nu_T^2-\nu^2-i\gamma\nu}.
\label{eps}
\end{equation}
Light arrives from air at an angle whose sine is $q$, polarized in the plane of incidence (p). Let $k_0=2\pi\nu$, and let $h$ be the magnetic field times the vacuum impedance. Maxwell's equations, with the normal electric field eliminated, become
\begin{equation}
\frac{dE_x}{dz}=ik_0\left(1-\frac{q^2}{\varepsilon}\right)h,\qquad
\frac{dh}{dz}=ik_0\varepsilon E_x .
\end{equation}
The term $q^2/\varepsilon$ comes from the normal field, which is inversely proportional to $\varepsilon$. In a uniform medium a forward wave has $h=YE_x$, $Y=\varepsilon/\sqrt{\varepsilon-q^2}$. Call this $Y_0$ in air and $Y_s$ in the transparent, half-infinite substrate. If the transmitted field is $t$, then to first order in $\delta=k_0d$ the fields at the front of the film are
\begin{equation}
E_x=t\left[1-i\delta\left(1-\frac{q^2}{\varepsilon}\right)Y_s\right],\qquad
h=t\,[Y_s-i\delta\varepsilon].
\end{equation}
An incident wave of unit amplitude and its reflection $r$ give $E_x=1+r$ and $h=Y_0(1-r)$. Eliminating $r$ gives $2Y_0=Y_0E_x+h$, so
\begin{equation}
2Y_0=t\left\{Y_0+Y_s-i\delta\left[\varepsilon+Y_0Y_s\left(1-\frac{q^2}{\varepsilon}\right)\right]\right\}.
\end{equation}
Dividing by the bare-substrate result and taking $-\log_{10}$ of the squared modulus,
\begin{equation}
\mathcal A_p=\frac{2k_0d}{\ln10}\,
\frac{\operatorname{Im}\varepsilon+Y_0Y_sq^2\operatorname{Im}(-1/\varepsilon)}{Y_0+Y_s}.
\label{thin}
\end{equation}
For the perpendicular (s) polarization there is no normal electric field, and only $\operatorname{Im}\varepsilon$ remains.

Inverting \eqref{eps} gives
\begin{equation}
-\frac1\varepsilon=-\frac1{\varepsilon_\infty}+\frac1{\varepsilon_\infty^2}\,
\frac{S\nu_T^2}{\nu_L^2-\nu^2-i\gamma\nu},\qquad
\nu_L=\nu_T\sqrt{1+\frac S{\varepsilon_\infty}} .
\label{lo}
\end{equation}
The second term in \eqref{thin} is thus a Lorentz band of the same width, centred at the longitudinal wavenumber $\nu_L$. Its strength relative to the transverse band is
\begin{equation}
w=\frac{Y_0Y_sq^2}{\varepsilon_\infty^2}.
\end{equation}
Including the factor $\nu$ from $k_0$, each band has the shape $\gamma\nu^2/[(m^2-\nu^2)^2+\gamma^2\nu^2]$. Its area does not depend on its centre $m$: with $y=\nu-m^2/\nu$ the shape is $\gamma/(y^2+\gamma^2)$, and averaging the integral with its image under $\nu\to m^2/\nu$ gives $\frac12\int_{-\infty}^{\infty}\gamma\,dy/(y^2+\gamma^2)=\pi/2$. A two-band fit therefore assigns the fraction $w/(1+w)$ of the area to a second species that does not exist.

Take $\varepsilon_\infty=2.0$, $S=0.32$, $\nu_T=1050\ \mathrm{cm^{-1}}$, $\gamma=50\ \mathrm{cm^{-1}}$ and a silicon-like substrate of index 3.42. Then $\nu_L=1050\sqrt{1.16}=1131\ \mathrm{cm^{-1}}$. At $60^\circ$, $Y_0=2$, $Y_s=3.54$ and $q^2=0.75$, so $w=1.33$ and the false share is 57\%. It is 20\% at $30^\circ$ and 5.6\% at $15^\circ$, and it vanishes at normal incidence as $q^2$.

For a 100 nm film, all multiple reflections were included and the spectrum was fitted with bands at 1050 and $1130\ \mathrm{cm^{-1}}$ plus a constant. The false share is 57\% for p polarization at $60^\circ$, but 5\% for s polarization at $60^\circ$ and 4\% at normal incidence. The small remainders are effects of finite thickness. At 500 nm and normal incidence the share is 17\%, with an rms misfit of 8\% of the spectral maximum; that fit is poor, and its share should not be read as a composition.

\section{The general statement and its proof}

Absorption near $1130\ \mathrm{cm^{-1}}$ is compatible with closed cages, but a band there does not determine whether they are present. Two constructions within the stated models prove this.

First, consider a thin cage-free film measured in p polarization at oblique incidence. By \eqref{thin} and \eqref{lo} its spectrum is proportional to
\begin{equation}
\nu\operatorname{Im}\left[\frac{S\nu_T^2}{\nu_T^2-\nu^2-i\gamma\nu}
+\frac{wS\nu_T^2}{\nu_L^2-\nu^2-i\gamma\nu}\right].
\end{equation}
A film with two transverse resonances, the second of strength $S_2=wS\nu_T^2/\nu_L^2$, has the same spectrum at normal incidence if its thickness is multiplied by $(1+n_s)/(Y_0+Y_s)$, where $n_s$ is the substrate index. To first order in thickness the curves coincide, so the curve alone cannot decide between them. For the $60^\circ$ example the exact curves differ by at most 1\% of the maximum at 10 nm and by 8\% at 100 nm.

Second, suppose normal incidence has removed the longitudinal band. A real resonance at $1130\ \mathrm{cm^{-1}}$ may still belong to a closed cage or to an open dimer at $145.7^\circ$, by the counter-example above. Polarization and angle tests can expose the optical contribution; they do not establish closure. That needs evidence sensitive to connectivity beyond the single bridge. Other parts of the spectrum may help, since the open models carry OH groups that the cage lacks.

\section{Scale of the neglected effects}

The film parameters are round values meant for a low-k organosilicate on silicon, and $S$ was chosen so that $\nu_L$ falls in the shoulder. Halving $S$ would put $\nu_L$ at $1091\ \mathrm{cm^{-1}}$ and doubling it at $1206\ \mathrm{cm^{-1}}$, so the optical mimic needs a suitable oscillator strength as well as oblique p-polarized light. Real beams converge; the 5.6\% share at $15^\circ$ shows the size of the effect for a p-polarized ray with that tilt. These shares assume a half-infinite substrate; incoherent reflection from the back face of a polished wafer lowers the thin-film values to about 4\%, 16\% and 56\% at $15^\circ$, $30^\circ$ and $60^\circ$.

Real films also resist bending and contain pores. Bending stiffness can be imitated by springs of 19.5 N/m between atoms bonded to the same silicon. With $k$ not readjusted, these raise the cage line to $1154\ \mathrm{cm^{-1}}$, but the cage, rings and dimer still lie within $3\ \mathrm{cm^{-1}}$ of one another. The absolute position is thus much less secure than the comparison. For a fraction $f=0.25$ of spherical pores, the Maxwell Garnett permittivity has an extra pole at $\varepsilon=-L$, with $L=(1-f)/(2+f)=1/3$. Inserting this in \eqref{eps} gives a resonance at $\nu_T\sqrt{1+S/(\varepsilon_\infty+L)}=1120\ \mathrm{cm^{-1}}$, present even at normal incidence. It carries only 3.9\% of the band strength, so in this model such pores alone make a weak shoulder. The Boltzmann factor of a $1130\ \mathrm{cm^{-1}}$ vibration at 300 K is 0.0044, so thermal excitation is a minor correction.

\section*{Numbers as computed}
\begin{verbatim}
Si-O-Si angle: 148 deg; Si-O length: 1.62 angstrom
cage O-Si-O angle: 109.7 deg
Si-O spring set by cage line: 488 N/m
Si-C / Si-O spring ratio: 0.6
bare bridge at 140 deg: 1100.0 cm^-1
bare bridge at 148 deg: 1119.1 cm^-1
bare bridge at 156 deg: 1134.2 cm^-1
cage without methyl groups: 1127.9 cm^-1
closed cage: 1130.0 cm^-1; intensity per bridge 1.00 of cage
two open rings: 1132.8 cm^-1; intensity per bridge 0.98 of cage
open dimer: 1134.9 cm^-1; intensity per bridge 0.97 of cage
open dimer angle for 1130 cm^-1: 145.7 deg
open dimer angle for 1050 cm^-1: 117.6 deg
added angular spring: 19.5 N/m
closed cage with angular springs, same k: 1154.5 cm^-1
two open rings with angular springs, same k: 1156.1 cm^-1
open dimer with angular springs, same k: 1157.2 cm^-1
film eps_inf: 2.0; strength S: 0.32
film TO: 1050 cm^-1; damping: 50 cm^-1
substrate refractive index: 3.42
film LO from formula: 1130.9 cm^-1
thin-limit false band share, p, 15 deg: 5.6 %
thin-limit false band share, p, 30 deg: 20.0 %
thin-limit false band share, p, 60 deg: 57.0 %
fitted false share, 100 nm, 0 deg, p: 4.2 %; rms misfit 1.6 %
fitted false share, 100 nm, 30 deg, p: 22.9 %; rms misfit 1.6 %
fitted false share, 100 nm, 60 deg, p: 56.6 %; rms misfit 1.8 %
fitted false share, 100 nm, 60 deg, s: 4.8 %; rms misfit 1.9 %
fitted false share, 500 nm, 0 deg, p: 17.3 %; rms misfit 7.6 %
peak absorbance, 100 nm, normal: 0.083
pore fraction: 0.25; pore resonance: 1119.7 cm^-1
pore resonance share of band strength: 3.9 %
thermal factor at 300 K, 1130 cm^-1: 0.0044
\end{verbatim}
